# Irreducible representations of the linear groups and their products

## Problem

A linear molecule lies along the $z$ axis. If its two ends differ, its point group is $C_{\infty v}$, made of all rotations about $z$ and all reflections in planes containing $z$. If the molecule also has a centre of inversion, its group is $D_{\infty h}$.

1. Find the classes and all finite-dimensional irreducible representations (irreps) of $C_{\infty v}$, with their characters. Extend the result to $D_{\infty h}$.
2. Find the average over the group that takes the place of the sum $\frac1{|G|}\sum_g$, which has no meaning for infinitely many elements.
3. Use this average to reduce $\Pi\times\Pi$ and $\Pi\times\Delta$, where $\Pi$ and $\Delta$ are the irreps with one and two units of angular momentum about the axis. Give basis functions for each part.

Representations are taken to be continuous in the angle and single-valued, so that a rotation by $2\pi$ is the identity. This excludes the states of an odd number of electrons with spin.

## Hints

**Hint 1.** Describe each operation by what it does to the azimuth $\theta$. How does a reflection change the sense of a rotation?

**Hint 2.** Rotations about one axis commute. Start from a vector that is an eigenvector of all of them, and ask where a reflection sends it.

**Hint 3.** Multiplying every group element by a fixed element must leave the average unchanged. Try a fixed rotation first, then a fixed reflection.

**Hint 4.** The character of a product representation is the product of the characters. Turn products of cosines into sums.

**Hint 5.** For the basis functions, use $w=x+iy$ and its complex conjugate.

## Solution

### Multiplication rules and classes

Let $C(\varphi)$ be the rotation $\theta\to\theta+\varphi$, and $\sigma(0)$ the reflection $y\to-y$, that is $\theta\to-\theta$. Every other vertical reflection is
$$\sigma(\alpha)=C(\alpha)\sigma(0):\quad \theta\to\alpha-\theta .$$
It leaves $\theta=\alpha/2$ fixed, so its mirror stands at azimuth $\alpha/2$. Applying $\sigma(0)$, $C(\varphi)$ and $\sigma(0)$ in turn gives $\theta\to-\theta\to-\theta+\varphi\to\theta-\varphi$. Hence
$$\sigma(0)C(\varphi)\sigma(0)=C(-\varphi). \tag{1}$$
With $C(a)C(b)=C(a+b)$, this yields all the other products:
$$C(a)\sigma(\alpha)=\sigma(\alpha+a),\quad \sigma(\alpha)C(a)=\sigma(\alpha-a),\quad \sigma(\alpha)\sigma(\beta)=C(\alpha-\beta). \tag{2}$$

By (1), $C(\varphi)$ and $C(-\varphi)$ are conjugate. No other rotation joins them, since rotations commute with $C(\varphi)$ and every reflection reverses it. From (2), $C(a)\sigma(\alpha)C(-a)=\sigma(\alpha+2a)$. The choice $a=(\beta-\alpha)/2$ turns $\sigma(\alpha)$ into $\sigma(\beta)$, so all vertical reflections form one class.

### The invariant average

The group has two components, the rotations and the reflections, each labelled by an angle. Write the average of a function $f$ on the group as an integral over each component with some density. Multiplication by a fixed rotation shifts the angle in both components, so each density must be uniform. Let the components have total weights $p$ and $1-p$. By (2), multiplication by a fixed reflection sends rotations to reflections and reflections to rotations. The average is unchanged for every $f$ only if $p=1-p$. Therefore
$$\langle f\rangle=\frac12\left[\int_0^{2\pi}\frac{d\varphi}{2\pi}\,f(C(\varphi))+\int_0^{2\pi}\frac{d\alpha}{2\pi}\,f(\sigma(\alpha))\right]. \tag{3}$$
The rules (2) show that multiplication from the left or the right shifts or reverses the angles and perhaps exchanges the components. Formula (3) is unchanged by all of this.

One consequence is needed at once. Given a representation $D$ and any inner product $(u,v)$, define $(u,v)_G=\langle (D(g)u,D(g)v)\rangle$. This is positive for $u=v\neq0$, because each $D(g)$ is invertible. Replacing $u,v$ by $D(h)u,D(h)v$ replaces $g$ by $gh$, which does not change the average. In this inner product every $D(g)$ is unitary. The orthogonal complement of an invariant subspace is then also invariant, so every finite-dimensional representation splits into irreps.

### All irreps of $C_{\infty v}$

Let $V$ be the space of an irrep. The matrices of the rotations are unitary and commute, so they have a common eigenvector $v$, with $C(\varphi)v=f(\varphi)v$. The function $f$ is continuous and satisfies
$$f(a+b)=f(a)f(b),\qquad f(0)=1,\qquad |f|=1.$$
To see that $f$ is differentiable, integrate over $b$ from $0$ to a small $c$:
$$f(a)\int_0^c f(b)\,db=\int_a^{a+c}f(t)\,dt .$$
The integral on the left is not zero for small $c$, because $f$ is near 1 there. The right side is differentiable in $a$, and so is $f$. Differentiating $f(a+b)=f(a)f(b)$ with respect to $b$ at $b=0$ gives $f'(a)=f'(0)f(a)$, so $f$ is an exponential. Since $|f|=1$, the exponent is imaginary: $f(\varphi)=e^{-im\varphi}$ with $m$ real. The period $2\pi$ makes $m$ an integer.

The minus sign matches the action on functions, $(gF)(\mathbf r)=F(g^{-1}\mathbf r)$. A rotation turns $e^{im\theta}$ into $e^{im(\theta-\varphi)}=e^{-im\varphi}e^{im\theta}$. The number $m$ is the angular momentum about the axis in units of $\hbar$.

Now let $u=\sigma(0)v$. By (1), $C(\varphi)\sigma(0)=\sigma(0)C(-\varphi)$, so
$$C(\varphi)u=\sigma(0)C(-\varphi)v=e^{im\varphi}u .$$
The reflection reverses the angular momentum. There are two cases.

*Case $m\neq0$.* The vectors $v$ and $u$ have different eigenvalues and are independent. Their span is invariant, so it is all of $V$. In the basis $(v,u)$,
$$C(\varphi)=\begin{pmatrix}e^{-im\varphi}&0\\0&e^{im\varphi}\end{pmatrix},\qquad \sigma(\alpha)=\begin{pmatrix}0&e^{-im\alpha}\\e^{im\alpha}&0\end{pmatrix}.$$
The second matrix follows from $\sigma(\alpha)v=C(\alpha)u$ and $\sigma(\alpha)u=C(\alpha)v$. The traces are $2\cos m\varphi$ and $0$. This representation is irreducible: a line invariant under all rotations must lie along $v$ or $u$, and $\sigma(0)$ exchanges these. The values $m$ and $-m$ belong to the same irrep, labelled by $\Lambda=|m|$.

*Case $m=0$.* Both $v$ and $u$ are unchanged by rotations. At least one of $v+u$ and $v-u$ is not zero. It spans an invariant line, on which $\sigma(0)$ is $+1$ or $-1$. That line is all of $V$.

The list is therefore complete:

| irrep | $C(\varphi)$ | $\sigma(\alpha)$ |
|---|---|---|
| $\Sigma^+$ | $1$ | $1$ |
| $\Sigma^-$ | $1$ | $-1$ |
| $\Lambda=1,2,3,\dots$ | $2\cos\Lambda\varphi$ | $0$ |

The irreps with $\Lambda=1,2,3$ are called $\Pi,\Delta,\Phi$. Within the point group, the reflections are what join $m$ and $-m$ into one irrep, and this forces the double degeneracy for $\Lambda>0$. Time reversal also sends $m$ to $-m$, so without a magnetic field the pair would stay degenerate even if the mirrors were absent. A magnetic field along the axis is reversed both by a vertical reflection and by time reversal, and so removes both symmetries. Then $m$ and $-m$ are separate one-dimensional irreps and need not have equal energy.

### Extension to $D_{\infty h}$

The inversion $i$ commutes with every operation and $i^2=E$. Each element of $D_{\infty h}$ is either $g$ or $ig$, with $g$ in $C_{\infty v}$. The eigenspaces of $i$, with eigenvalues $\pm1$, are invariant under the whole group. In an irrep only one of them can be present, so $i$ is a number $P=\pm1$. Each irrep of $C_{\infty v}$ thus gives two of $D_{\infty h}$, marked $g$ for $P=1$ and $u$ for $P=-1$, with
$$\chi(ig)=P\,\chi(g).$$

The elements $ig$ can be described geometrically. The horizontal reflection is $\sigma_h=iC(\pi)$, because $C(\pi)$ reverses $x$ and $y$, and $i$ then reverses all three coordinates. The rotation-reflection is $S(\varphi)=\sigma_hC(\varphi)=iC(\varphi+\pi)$. For $\Lambda>0$,
$$\chi(S(\varphi))=2P\cos(\Lambda\varphi+\Lambda\pi)=(-1)^\Lambda\,2P\cos\Lambda\varphi , \tag{4}$$
and for $\Sigma^\pm$ it is $P$. The product $i\sigma(\alpha)$ is a half-turn $C_2'$ about a horizontal axis; for example, $i\sigma(0)$ takes $(x,y,z)$ to $(-x,y,-z)$. Its character is $\pm P$ for $\Sigma^\pm$ and $0$ for $\Lambda>0$.

The sign in (4) deserves a numerical look. At $\varphi=40^\circ$ the character of $C(\varphi)$ in both $\Pi_g$ and $\Pi_u$ is $2\cos40^\circ=1.532$. For $S(\varphi)$ it is $-1.532$ in $\Pi_g$ and $+1.532$ in $\Pi_u$. The positive value for $\Pi_u$ is natural, since $x$ and $y$ form a basis of $\Pi_u$ and $\sigma_h$ leaves them unchanged.

Since $i$ commutes with everything, conjugation by $ih$ is the same as conjugation by $h$, and $ig$ is conjugate to $ig'$ exactly when $g$ is conjugate to $g'$ in $C_{\infty v}$. The classes of $D_{\infty h}$ are therefore the pairs $C(\pm\varphi)$ (with $E=C(0)$ and $C(\pi)$ each alone), the class of all vertical reflections, the pairs $S(\pm\varphi)$ (with $\sigma_h=S(0)$ and $i=S(\pi)$ each alone), and the class of all half-turns $C_2'$.

The average for $D_{\infty h}$ runs over four components with weight $\frac14$ each, since multiplication by $i$ exchanges $g$ and $ig$.

### Orthonormal characters

All characters here are real. For $\Lambda,\Lambda'\geq1$ the reflections contribute nothing to (3), and
$$\langle\chi_\Lambda\chi_{\Lambda'}\rangle=\frac12\int_0^{2\pi}\frac{d\varphi}{2\pi}\,\big[2\cos(\Lambda-\Lambda')\varphi+2\cos(\Lambda+\Lambda')\varphi\big]=\delta_{\Lambda\Lambda'} .$$
A cosine of a nonzero integer multiple of $\varphi$ averages to zero, so only the first term with $\Lambda=\Lambda'$ survives. It gives $\frac12\cdot2=1$. For the same reason $\langle\chi_{\Sigma^\pm}\chi_\Lambda\rangle=0$. Finally, $\langle\chi_{\Sigma^\pm}^2\rangle=\frac12(1+1)=1$ and $\langle\chi_{\Sigma^+}\chi_{\Sigma^-}\rangle=\frac12(1-1)=0$.

If a representation has character $\chi=\sum_k a_k\chi_k$, multiplying by $\chi_k$ and averaging gives the multiplicity
$$a_k=\langle\chi_k\,\chi\rangle. \tag{5}$$

### Reduction of $\Pi\times\Pi$

On rotations the character of the product is $(2\cos\varphi)^2=2+2\cos2\varphi$. On reflections it is $0$. For the two $\Sigma$ irreps, (5) gives
$$a_{\Sigma^\pm}=\frac12\left[\int_0^{2\pi}\frac{d\varphi}{2\pi}(2+2\cos2\varphi)\pm0\right]=\frac12(2\pm0)=1 .$$
Both occur. The two characters differ only on reflections, where the character of the product vanishes. For $\Lambda\geq1$ the integrand on rotations is
$$2\cos\Lambda\varphi\,(2+2\cos2\varphi)=4\cos\Lambda\varphi+2\cos(\Lambda-2)\varphi+2\cos(\Lambda+2)\varphi .$$
Its mean is $2$ for $\Lambda=2$ and $0$ otherwise, so $a_\Delta=\frac12\cdot2=1$. Thus
$$\boxed{\Pi\times\Pi=\Sigma^++\Sigma^-+\Delta},\qquad 2\cdot2=1+1+2 .$$

### Reduction of $\Pi\times\Delta$

On rotations the character is
$$2\cos\varphi\cdot2\cos2\varphi=2\cos\varphi+2\cos3\varphi ,$$
and on reflections it is $0$. Its mean is zero, so neither $\Sigma^+$ nor $\Sigma^-$ occurs. For $\Lambda\geq1$, the mean over rotations of $2\cos\Lambda\varphi\,(2\cos\varphi+2\cos3\varphi)$ is $2$ when $\Lambda=1$ or $3$, and $0$ otherwise. Half of this is the multiplicity:
$$\boxed{\Pi\times\Delta=\Pi+\Phi},\qquad 2\cdot2=2+2 .$$

In $D_{\infty h}$ the inversion acts on a product as $PP'$, so parities multiply. For example, $\Pi_u\times\Pi_u=\Sigma_g^++\Sigma_g^-+\Delta_g$ and $\Pi_u\times\Delta_g=\Pi_u+\Phi_u$.

### Basis functions

Let the first factor have the basis $x,y$ and the second the basis $x',y'$, with $w=x+iy$ and $w'=x'+iy'$. These have $m=1$, and their conjugates have $m=-1$. The values of $m$ add in a product:
$$ww'=(xx'-yy')+i(xy'+yx'),\qquad w^*w'=(xx'+yy')+i(xy'-yx').$$
The first has $m=2$, so its real and imaginary parts span $\Delta$. The second has $m=0$. Its real part is unchanged when $y$ and $y'$ change sign, and its imaginary part is reversed. Hence $xx'+yy'$ belongs to $\Sigma^+$ and $xy'-yx'$ to $\Sigma^-$.

For $\Pi\times\Delta$ the second factor has the basis $a=x'^2-y'^2$, $b=2x'y'$, so that $w'^2=a+ib$. Then
$$w^*w'^2=(xa+yb)+i(xb-ya),\qquad ww'^2=(xa-yb)+i(xb+ya).$$
The first has $m=1$ and its two parts span $\Pi$. The second has $m=3$ and its parts span $\Phi$.

If the two factors of $\Pi\times\Pi$ are the same functions of the same coordinates, then $xy'-yx'$ becomes $xy-yx=0$, and $\Sigma^-$ is absent. Different functions of the same position do not help: the pairs $f\cdot(x,y)$ and $g\cdot(x,y)$, with $f$ and $g$ depending only on $z$ and the distance from the axis, give $fg\,(xy-yx)=0$. The $\Sigma^-$ function appears when the two factors have separate coordinates, as for two electrons.

## Variation 1: a finite group in place of the integral

*Replace (3) by the sum over $C_{nv}$ with $n\geq3$. For which $n$ does the reduction survive?*

The angles are now $\varphi=2\pi k/n$ with $k=0,\dots,n-1$. For integer $q$, the geometric sum gives
$$\frac1n\sum_{k=0}^{n-1}\cos\frac{2\pi qk}{n}=\begin{cases}1,& n\text{ divides }q,\\0,&\text{otherwise.}\end{cases}$$
The sum therefore agrees with the integral whenever $n$ exceeds the highest frequency in the integrand. A convenient quantity is $N=\langle\chi^2\rangle$, which by orthonormality equals $\sum_k a_k^2$. On rotations,
$$\Pi\times\Pi:\quad \chi^2=(2+2\cos2\varphi)^2=6+8\cos2\varphi+2\cos4\varphi,$$
$$\Pi\times\Delta:\quad \chi^2=(2\cos\varphi+2\cos3\varphi)^2=4+6\cos2\varphi+4\cos4\varphi+2\cos6\varphi .$$
The reflections contribute zero, so the integrals give $N=6/2=3$ and $N=4/2=2$. The finite sums give:

| $n$ | $N$ for $\Pi\times\Pi$ | $N$ for $\Pi\times\Delta$ |
|---|---|---|
| 3 | 3 | 3 |
| 4 | 4 | 4 |
| 5 | 3 | 2 |
| 6 | 3 | 3 |
| 7 | 3 | 2 |
| 8 | 3 | 2 |

At $n=4$ the term $2\cos4\varphi$ no longer averages out, and $N=(6+2)/2=4$. Here $\Delta$ splits into two one-dimensional irreps: a quarter-turn multiplies $ww'$ by $-1$, so $xx'-yy'$ and $xy'+yx'$ no longer mix. In the same way a rotation by $60^\circ$ multiplies $ww'^2$ by $-1$, and $\Phi$ splits at $n=6$.

A correct $N$ is not sufficient. At $n=3$, $\cos2\varphi=\cos\varphi$ at every allowed angle, so $\Delta$ cannot be told from $\Pi$, although $N=3$ for $\Pi\times\Pi$. At $n=5$, $\cos3\varphi=\cos2\varphi$, and $\Phi$ cannot be told from $\Delta$. For $\Lambda\le3$, formula (5) involves frequencies up to 5 in $\Pi\times\Pi$ and up to 6 in $\Pi\times\Delta$, so $n\geq7$ gives the correct multiplicities of $\Sigma^\pm$, $\Pi$, $\Delta$ and $\Phi$ in both products. No finite $n$ separates all irreps: $\cos\Lambda\varphi=\cos(n-\Lambda)\varphi$ at every allowed angle, so at $n=7$, for example, $\Phi$ cannot be told from $\Lambda=4$.

## Variation 2: two electrons in one $\pi$ shell

*Which terms arise, and how does the repulsion separate them in a simple model?*

Let the primed and unprimed coordinates belong to the two electrons. Exchanging them leaves $xx'+yy'$ and both $\Delta$ functions unchanged, but reverses $xy'-yx'$. The total state must be antisymmetric. Symmetric orbital functions therefore take the antisymmetric spin singlet, and the antisymmetric one takes the triplet. The terms are ${}^1\Sigma^+$, ${}^1\Delta$ and ${}^3\Sigma^-$, with $1+2+3=6$ states. This is the number of ways to place two electrons in four spin-orbitals.

For the energies, put both electrons on a ring of radius $R$, in the orbitals $\psi_\pm=e^{\pm i\theta}/\sqrt{2\pi}$. With $\delta=\theta_1-\theta_2$, take the repulsion
$$V(\delta)=\frac{e^2}{4\pi\varepsilon_0\sqrt{4R^2\sin^2(\delta/2)+d^2}},$$
where the length $d$ keeps it finite at contact. Work to first order in $V$, within this shell. The kinetic energy is the same for all six states and is left out.

Each product state, such as $\psi_+(1)\psi_-(2)$, has uniform density, so every diagonal element is
$$J=\int_0^{2\pi}\frac{d\delta}{2\pi}\,V(\delta).$$
Since $V$ conserves total $m$, the only other nonzero elements connect $\psi_+(1)\psi_-(2)$ with $\psi_-(1)\psi_+(2)$. The phases combine to $e^{\mp2i\delta}$, and because $V$ is even the element is
$$K=\int_0^{2\pi}\frac{d\delta}{2\pi}\,V(\delta)\cos2\delta .$$
The sum and difference of these two states are $\Sigma^+$ and $\Sigma^-$, so
$$E({}^3\Sigma^-)=J-K,\qquad E({}^1\Delta)=J,\qquad E({}^1\Sigma^+)=J+K .$$

For $R=d=0.1$ nm, numerical integration gives $J=9.25$ eV and $K=0.52$ eV. The levels are $9.25-0.52=8.73$ eV for ${}^3\Sigma^-$, $9.25$ eV for ${}^1\Delta$ and $9.25+0.52=9.77$ eV for ${}^1\Sigma^+$.

To first order within the shell, the order holds for all positive $R$ and $d$. The square root contains $2R^2+d^2-2R^2\cos\delta$, so $V$ is a power series in $\cos\delta$ with positive coefficients. Each power of $\cos\delta$ is a sum of cosines of multiples of $\delta$ with non-negative coefficients, and $\cos^2\delta$ contains $\cos2\delta$. Hence $K>0$. For $R\ll d$ the repulsion hardly depends on $\delta$, $K$ tends to zero and the three levels merge. Mixing with other shells, which this calculation omits, can change the spacings and even the order. On the ring, the $\Delta$ state $\psi_+(1)\psi_+(2)$ mixes with the pair of orbitals $m=0$ and $m=2$, whose kinetic energy (each orbital contributes $\hbar^2m^2/2m_eR^2$) is only $\hbar^2/m_eR^2=7.6$ eV higher at $R=0.1$ nm. The nearest partner of the $\Sigma^-$ state, the pair $m=\pm2$, is three times as far away in kinetic energy. With all orbitals included at $R=d=0.1$ nm, ${}^1\Delta$ drops about $0.10$ eV below ${}^3\Sigma^-$; at $R=d=0.05$ nm it stays $0.35$ eV above. The inversion relies on the $m=0$ orbital being empty. With two more electrons filling it, ${}^1\Delta$ at $R=d=0.1$ nm stays $0.44$ eV above ${}^3\Sigma^-$. The inversion is thus a feature of this two-electron ring and should not be carried over to the $\pi^2$ shells of molecules.
